# Phonon part of the screened interaction and the Fan-Migdal self-energy, part 2

The screened interaction \(W=\epsilon^{-1}v\) of electrons and nuclei is to be split into an electronic part and a part carried by nuclear motion, which then gives the phonon part of the self-energy \(\Sigma\). Hartree atomic units are used; \(v\) is the Coulomb kernel, \(\nu\) a bosonic Matsubara frequency, and products imply integration. The exchange symmetry \(\tilde W=W\), with

\[ \tilde X(i\nu)\equiv X(-i\nu)^{T}, \qquad \widetilde{XY}=\tilde Y\tilde X , \tag{1} \]

is met by

\[ W_{\rm ph}=X\,D\,\tilde X . \tag{2} \]

For one mode (force constant \(K\), mass \(M\)) at zero temperature, with \(G\) varying on an electronic scale \(E_{\rm el}\),

\[ \Sigma\sim \frac{g^2}{K}\,\frac{\omega}{E_{\rm el}}=\frac{g^2}{E_{\rm el}\sqrt{MK}}\sim \frac{g^2\langle u^2\rangle}{E_{\rm el}},\qquad \langle u^2\rangle=\frac{1}{2\sqrt{MK}} . \tag{3} \]

Displacements are mass weighted, \(u_\mu=\sqrt{M_\kappa}\,\Delta\tau_{\kappa\alpha}\), \(\mu=(\kappa\alpha)\). At linear order \(\hat n_I=n_I^0+a\hat u\), with bare vertex

\[ g_\mu(\mathbf r)=(va_\mu)(\mathbf r)=\frac{1}{\sqrt{M_\kappa}}\frac{\partial}{\partial\tau_{\kappa\alpha}}\Big[-Z_\kappa v(\mathbf r-\boldsymbol\tau_\kappa)\Big], \tag{5} \]

Sources \(\varphi\) and \(J\) couple to the total density \(\hat n=\hat n_e+\hat n_I\) and to \(\hat u\). Subscripts \(e,I,t,u\) stand for \(\hat n_e,\hat n_I,\hat n,\hat u\), and \(D\equiv\chi_{uu}\):

\[ \chi_{XY}(12)=-\langle T_\tau\,\delta X(1)\,\delta Y(2)\rangle=\chi_{YX}(21),\qquad \tilde\chi_{XY}=\chi_{YX}, \tag{8} \]

With Green function \(G\), total potential \(V=\varphi+v\langle\hat n\rangle\) and \(\epsilon^{-1}=\delta V/\delta\varphi\),

\[ \Sigma(12)=-\int\! d4\,d5\;G(14)\,\Gamma(42;5)\,W(51),\qquad \Gamma(42;5)=\delta(42)\delta(45)+\frac{\delta\Sigma(42)}{\delta V(5)} . \tag{13} \]

\[ \chi_{et}=P_e\,\epsilon^{-1},\qquad P_e(12)=\int\! d3\,d4\;G(13)\Gamma(34;2)G(41^+), \tag{15} \]

\[ W=v+vP_eW+v\chi_{It}v . \tag{16} \]

For linear coupling and harmonic bare phonons, \(D_0(i\nu)=-(\nu^2+K)^{-1}\), \(v_{\rm eff}=v+gD_0g^T\), \(\mathcal X=g^Tn_e+j\) and \(j=a^T\varphi+J-g^Tn_{\rm ref}\), with \(n_{\rm ref}\) a fixed density. Then

\[ -\tfrac12u^TD_0^{-1}u+u^T\mathcal X=-\tfrac12(u-D_0\mathcal X)^TD_0^{-1}(u-D_0\mathcal X)+\tfrac12\mathcal X^TD_0\mathcal X . \tag{18} \]

\[ \langle u\rangle=D_0\big(g^T\langle n_e\rangle+j\big), \tag{20} \]

\[ \chi_{eu}=P_e\,v\,\chi_{tu} . \tag{23} \]

\[ W=(1+v_{\rm eff}\chi_{ee})(1+gD_0a^T)\,v=(1-v_{\rm eff}P_e)^{-1}v_{\rm eff} . \tag{24} \]

\[ \tilde P_e=P_e . \tag{25} \]

The identity above (25) is \((1+AB)^{-1}A=A(1+BA)^{-1}\).

### The split

The total response to \(J\) is the sum of the electronic part (23) and the nuclear part \(\chi_{Iu}=aD\):

\[ \chi_{tu}=P_ev\chi_{tu}+aD\quad\Rightarrow\quad\chi_{tu}=(1-P_ev)^{-1}aD . \tag{26} \]

Apply the operation (1). By (8) the left side becomes \(\chi_{ut}\); on the right the order reverses, and \(\tilde D=D\), \(\tilde v=v\) and (25) give

\[ \chi_{ut}=Da^T(1-vP_e)^{-1},\qquad \chi_{It}=a\chi_{ut}=aDa^T(1-vP_e)^{-1}. \tag{27} \]

Insert this in (16), move \(vP_eW\) to the left and multiply by \((1-vP_e)^{-1}\):

\[ W=W_e+W_{\rm ph},\qquad W_e=\epsilon_e^{-1}v,\quad \epsilon_e=1-vP_e,\qquad W_{\rm ph}=W_e\,\chi_{II}\,W_e=g_LDg_R , \tag{28} \]

where \(\chi_{II}=aDa^T\) and

\[ g_L=W_ea=\epsilon_e^{-1}g,\qquad g_R=a^TW_e=g^T(1-P_ev)^{-1}=\tilde g_L . \tag{29} \]

The second form of \(g_R\) uses \(W_e=v(1-P_ev)^{-1}\), again the identity above (25), and the third uses \(\tilde W_e=W_e\), which follows from it and (25). The result has the shape (2) with \(X=\epsilon_e^{-1}g\). The left factor \(\epsilon_e^{-1}\) came from solving (16) and describes the electrons screening the potential that the displacement creates. The right factor came from (26) and describes the electrons screening the force that drives the displacement. Both involve \(\epsilon_e\), not the full \(\epsilon\).

The right vertex is \(g_L(-i\nu)^T\). It equals \(g_L(i\nu)^T\) when \(P_e\) is even in \(\nu\), and in any case at \(\nu=0\), where \(P_e\) is the response of a real density to a real static potential, hence real, and symmetric by (25). On the real axis \(g_R(\omega)=a^TW_e(\omega)\) while \(g_L(\omega)^\dagger=a^TW_e(\omega)^\dagger\), so \(W_{\rm ph}\) takes the form \(g_LDg_L^\dagger\) where \(W_e(\omega)\) is Hermitian.

The propagator \(D\) follows from differentiating (20) with respect to \(J\): \(D=D_0(1+g^T\chi_{eu})\). Equations (23) and (26) give \(\chi_{eu}=P_ev(1-P_ev)^{-1}aD=P_eg_LD\). Multiplying by \(D_0^{-1}\) from the left and \(D^{-1}\) from the right,

\[ D^{-1}=D_0^{-1}-\Pi,\qquad \Pi=g^TP_e\,g_L=g_RP_e\,g . \tag{30} \]

The phonon self-energy has one bare and one screened vertex, and \(W_{\rm ph}\) has two screened ones. The difference is a matter of counting chains, written here as formal power series in \(vP_e\), which converge when the eigenvalues of \(vP_e\) in the channels reached from \(g\) are below one in modulus and in general diverge otherwise:

\[ \Pi=\sum_{k\ge0}g^TP_e(vP_e)^kg,\qquad g_RP_eg_L=\sum_{k\ge0}(k+1)\,g^TP_e(vP_e)^kg . \tag{31} \]

In \(\Pi\) there is one chain between two displacements, and screening both ends counts the chain with \(k\) Coulomb lines \(k+1\) times. In (24), expanded in \(v\), \(gD_0g^T\) and \(P_e\), a term with phonon lines has a chain before the first \(D_0\), a chain after the last, and everything in between sums to \(D\). The two outer chains are independent, and each sums to one factor \(\epsilon_e^{-1}\).

These relations were tested by exact diagonalization of two interacting electrons on a three-site ring threaded by a flux, coupled to two modes with bare frequencies 0.02 and 0.03 Ha. All \(\chi\) come from Lehmann sums, and \(P_e\) from the \(\varphi\) definition (15). At \(\nu=0,\ 0.02,\ 0.10\) Ha, (23) holds with a residual of \(2\times10^{-14}\) relative to \(\|\chi_{eu}\|\), (28) with residuals up to \(7\times10^{-14}\) relative to \(\|W-W_e\|\), and (30) with residuals up to \(4\times10^{-12}\) relative to \(\|\Pi\|\). The doubly screened \(g_RP_eg_L\) misses \(\Pi\) by 25.5 to 28.4 per cent of \(\|\Pi\|\). The form \(g_LDg_L^T\), with the transpose taken at the same frequency, misses \(W-W_e\) by 8 per cent at \(\nu=0.10\) Ha and agrees at \(\nu=0\). The clamped-nuclei polarizability differs from \(P_e\) by about \(3\times10^{-3}\) of \(\|P_e\|\).

### Failure beyond linear coupling

When \(\hat n_I\) contains \(\tfrac12b\hat u\hat u\), the square in (18) cannot be completed with a fixed \(D_0\), and (23) is lost. Let \(J\) couple to \(\hat n_I\), keep (15) as the definition of \(P_e\), and measure the defect by

\[ R=\chi_{eI}-P_ev\chi_{tI},\qquad \chi_{tI}=(1-P_ev)^{-1}(\chi_{II}+R). \tag{32} \]

Equation (25) is no longer available, so (1) gives \(\chi_{It}=(\chi_{II}+\tilde R)(1-v\tilde P_e)^{-1}\), and \((1-v\tilde P_e)^{-1}v=\tilde W_e\). Equation (16) then yields

\[ W=W_e+W_e(\chi_{II}+\tilde R)\tilde W_e . \tag{33} \]

Applying (1) to (33) and equating the result with (33), as \(\tilde W=W\) demands, gives

\[ \tilde W_e-W_e=W_e(\tilde R-R)\tilde W_e , \tag{34} \]

so the whole residual \(W-W_e-W_e\chi_{II}W_e\) is of first order in \(R\).

Its size can be estimated for static sources, zero temperature and a gapped electron system, at leading adiabatic order. Take one mode and \(w=vb\). The electrons follow the instantaneous external potential with density \(\mathsf n[\,\cdot\,]\), and the potential fluctuates about its mean \(\bar V_{\rm ext}\) by \((g+w\langle u\rangle)\,\delta u\) at first order:

\[ \langle n_e\rangle\simeq\mathsf n[\bar V_{\rm ext}]+\tfrac12\,\mathsf n''\,(g+w\langle u\rangle)(g+w\langle u\rangle)\,\langle\delta u^2\rangle . \tag{35} \]

For \(w=0\) the fluctuation \(\langle\delta u^2\rangle\) depends on the sources through the curvature \(K+g^T\mathsf n'g\), a functional of the mean potential. For \(w\ne0\) the second term also depends on \(\langle u\rangle\) directly, and the sources change the curvature directly through \(b\). These dependences make up \(R\), and each carries a factor of the squared zero-point amplitude, \(M^{-1/2}\) by (3), while the static \(\chi_{II}\) is independent of mass at leading order. On the ring with one mode and a quadratic term, the residual at \(\nu=0\) relative to \(\|W_e\chi_{II}W_e\|\) is \(4.14\times10^{-3}\), \(2.10\times10^{-3}\) and \(1.06\times10^{-3}\) for masses in the ratio 1:4:16. The last ratio, 1.985, was tested against the predicted 2. That the same relative order holds at \(\nu\sim\omega\), which would place the effect on \(\Sigma\) at order \(M^{-1}\), is a conjecture here, since the estimate and the test are static.

## Second half: the Fan-Migdal term

### Symbols and results carried over

The Coulomb kernel is \(v\); \(\hat u\) are mass-weighted displacements with bare force constants \(K\) and \(D_0=-(\nu^2+K)^{-1}\); the nuclear density is \(n_I^0+a\hat u+\tfrac12b\hat u\hat u\); the bare vertex is \(g=va\), and \(w=vb\). The Green function obeys \(G^{-1}=-\partial_\tau-h_0-V-\Sigma\) with \(V=\varphi+v\langle\hat n\rangle\) and \(\Sigma(12)=-G(14)\Gamma(42;5)W(51)\), which is \(iGW\Gamma\) in real time. For linear coupling and harmonic bare phonons, \(W=W_e+g_LDg_R\) with \(\epsilon_e=1-vP_e\), \(W_e=\epsilon_e^{-1}v\), \(g_L=\epsilon_e^{-1}g\), \(g_R(i\nu)=g_L(-i\nu)^T\) and \(D^{-1}=D_0^{-1}-g^TP_eg_L\). An equivalent closed form is \(W=(1-v_{\rm eff}P_e)^{-1}v_{\rm eff}\) with \(v_{\rm eff}=v+gD_0g^T\).

### The phonon part of the self-energy at unit vertex

Since (13) is linear in \(W\), the split (28) divides the self-energy into \(-G\Gamma W_e\) and \(-G\Gamma W_{\rm ph}\). Keeping the first term of \(\Gamma\) in (13) sets \(4=5=2\) and leaves \(\Sigma^{\rm FM}(12)=-G(12)W_{\rm ph}(21)\). Insert \(G(\tau)=T\sum e^{-i\omega'\tau}G(i\omega')\) and, since the times in \(W(21)\) are reversed, \(W(-\tau)=T\sum e^{+i\nu\tau}W(i\nu)\). The product oscillates at \(\omega=\omega'-\nu\), so

\[ \Sigma^{\rm FM}(\mathbf r_1\mathbf r_2;i\omega)=-T\sum_\nu\sum_{\mu\mu'}G(\mathbf r_1\mathbf r_2;i\omega+i\nu)\;g_{L,\mu}(\mathbf r_2;i\nu)\,D_{\mu\mu'}(i\nu)\,g_{R,\mu'}(\mathbf r_1;i\nu). \tag{36} \]

This is the Fan-Migdal self-energy: an electron line \(G\), a dressed phonon line \(D\), and at each end the bare vertex screened by the electronic dielectric matrix at the frequency of the phonon line. At large \(\nu\), \(D\to-1/\nu^2\) and \(G\to1/i\nu\), so the sum converges absolutely and needs no equal-time prescription.

Two limits on the statement follow from the derivation. The neglected part \(\delta\Sigma/\delta V\) of \(\Gamma\) contains \(\delta(-GW_e)/\delta V\), which has no phonon line and therefore no small power of the mass; setting \(\Gamma=1\) in (36) is an approximation of the same nature as the \(GW\) approximation for the electrons. And \(-GW_e\) itself changes when the nuclei are released, because \(G\) and \(P_e\) contain phonon lines; the ring showed such a change in \(P_e\). The difference between the self-energies with moving and clamped nuclei is thus not given by (36) alone, unless a parameter suppresses both effects. The worked example has such a parameter.

### Static screening and the Bloch form

Three further approximations lead to the form with squared matrix elements: \(\epsilon_e(i\nu)\to\epsilon_e(0)\) in both vertices; \(\Pi(i\nu)\to\Pi(0)\) in \(D\); and a \(G\) made of sharp one-particle levels. With the first, \(g_L\) is real and \(g_R=g_L^T\). With the second, (30) gives

\[ D(i\nu)=-(\nu^2+C)^{-1},\qquad C=K+g^TP_e(0)\,g_L(0), \tag{37} \]

with \(C\) real and symmetric by the two forms of \(\Pi\) in (30). In a crystal of \(N_q\) cells, \(\mu=(\kappa\alpha,\mathbf R)\) and \(C\) depends on \(\mathbf R-\mathbf R'\). Its normalized eigenvectors are \(e_{\mathbf q\lambda}(\kappa\alpha)e^{i\mathbf q\cdot\mathbf R}/\sqrt{N_q}\) with eigenvalues \(\omega_{\mathbf q\lambda}^2\), assumed positive. The spectral decomposition of (37), with a factor \(2\omega_{\mathbf q\lambda}\) moved from the vertices to the propagator, gives

\[ W_{\rm ph}(\mathbf r_2\mathbf r_1;i\nu)=\frac1{N_q}\sum_{\mathbf q\lambda}\Delta V_{\mathbf q\lambda}(\mathbf r_2)\,\Delta V^*_{\mathbf q\lambda}(\mathbf r_1)\,\frac{-2\omega_{\mathbf q\lambda}}{\nu^2+\omega_{\mathbf q\lambda}^2}, \tag{38} \]

\[ \Delta V_{\mathbf q\lambda}(\mathbf r)=\frac{1}{\sqrt{2\omega_{\mathbf q\lambda}}}\sum_{\kappa\alpha\mathbf R}g_{L,\kappa\alpha\mathbf R}(\mathbf r)\,e_{\mathbf q\lambda}(\kappa\alpha)\,e^{i\mathbf q\cdot\mathbf R}. \tag{39} \]

By (5), \(g_L\) carries \(M_\kappa^{-1/2}\), so (39) is the screened potential of a displacement pattern with the zero-point amplitude \((2M_\kappa\omega_{\mathbf q\lambda})^{-1/2}\). Lattice periodicity, \(g_{L,\mathbf R}(\mathbf r+\mathbf R_0)=g_{L,\mathbf R-\mathbf R_0}(\mathbf r)\), and a shift of the summation index give \(\Delta V_{\mathbf q\lambda}(\mathbf r+\mathbf R_0)=e^{i\mathbf q\cdot\mathbf R_0}\Delta V_{\mathbf q\lambda}(\mathbf r)\).

With the third approximation, \(G(\mathbf r_1\mathbf r_2;z)=\sum\psi_{m\mathbf k'}(\mathbf r_1)\psi^*_{m\mathbf k'}(\mathbf r_2)/(z-\varepsilon_{m\mathbf k'})\), with states normalized on the whole crystal and energies measured from the chemical potential. In the diagonal element \(\int\!\!\int\psi_{n\mathbf k}^*(\mathbf r_1)\Sigma\,\psi_{n\mathbf k}(\mathbf r_2)\), the integral over \(\mathbf r_2\) is \(\langle m\mathbf k'|\Delta V_{\mathbf q\lambda}|n\mathbf k\rangle\) and the integral over \(\mathbf r_1\) is its complex conjugate. The Bloch property restricts \(\mathbf k'\) to \(\mathbf k+\mathbf q\). Define \(g_{mn\lambda}(\mathbf k,\mathbf q)=\langle m\,\mathbf k+\mathbf q|\Delta V_{\mathbf q\lambda}|n\mathbf k\rangle\). What remains is the sum

\[ \mathcal S=-T\sum_\nu F(i\nu),\qquad F(\zeta)=\frac{1}{i\omega+\zeta-\varepsilon}\left[\frac1{\zeta-\Omega}-\frac1{\zeta+\Omega}\right], \tag{40} \]

where the bracket equals \(-2\Omega/(\nu^2+\Omega^2)\) at \(\zeta=i\nu\). The Bose function \(n_B(\zeta)=1/(e^{\zeta/T}-1)\) has poles at \(\zeta=i\nu\) with residue \(T\). The integral of \(Fn_B\) over a large circle vanishes because \(F\sim\zeta^{-3}\), so the residues add to zero and \(\mathcal S\) is the sum of the residues of \(Fn_B\) at the three poles of \(F\). With \(n=n_B(\Omega)\) and \(f=1/(e^{\varepsilon/T}+1)\): the pole \(\zeta=\Omega\) gives \(n/(i\omega-\varepsilon+\Omega)\). The pole \(\zeta=-\Omega\) gives \(-n_B(-\Omega)/(i\omega-\varepsilon-\Omega)\), and \(-n_B(-\Omega)=n+1\). At \(\zeta=\varepsilon-i\omega\), the fermionic frequency gives \(e^{-i\omega/T}=-1\), so \(n_B=-f\), and the bracket equals \(1/(i\omega-\varepsilon-\Omega)-1/(i\omega-\varepsilon+\Omega)\). Collecting terms over the two denominators and writing \(z\) for \(i\omega\),

\[ \Sigma^{\rm FM}_{n\mathbf k}(z)=\frac1{N_q}\sum_{\mathbf qm\lambda}|g_{mn\lambda}(\mathbf k,\mathbf q)|^2\left[\frac{n_{\mathbf q\lambda}+1-f_{m\mathbf k+\mathbf q}}{z-\varepsilon_{m\mathbf k+\mathbf q}-\omega_{\mathbf q\lambda}}+\frac{n_{\mathbf q\lambda}+f_{m\mathbf k+\mathbf q}}{z-\varepsilon_{m\mathbf k+\mathbf q}+\omega_{\mathbf q\lambda}}\right]. \tag{41} \]

At zero temperature an empty level contributes \(1/(z-\varepsilon-\omega)\), an electron plus an emitted phonon, and a filled level contributes \(1/(z-\varepsilon+\omega)\), a hole plus an emitted phonon. The frequencies are those of the dressed matrix \(C\), both in the denominators and in the normalization (39).

Equation (41) was tested on a dimerized chain of four cells at \(T=0.005\) Ha with a static independent-particle \(P_e\). One side builds \(W\) from (24), subtracts \(W_e\), and sums \(-T\sum G\,(W-W_e)\) in real space; the other evaluates (37) to (41) with Bloch modes. For the lower band at \(k=\pi/2\) and \(z=i\pi T\), both give \((5.1629-3.1063\,i)\times10^{-4}\) Ha.

The error of the static replacement can be counted for a system whose \(\epsilon_e(i\nu)\) is analytic in \(\nu^2\) up to an electronic scale \(E_{\rm el}\gg\omega\). For \(\nu\sim\omega\) the vertices change by a relative amount \(\omega^2/E_{\rm el}^2\). For \(\nu\sim E_{\rm el}\) they change by an amount of order one, and there \(D\simeq-1/\nu^2\), so this region adds about \(g^2E_{\rm el}^{-2}\) to (36) in mass-weighted units. For a level \(\varepsilon\) at an electronic distance from \(z\), \(|z-\varepsilon|\sim E_{\rm el}\), the main term is \(g^2/(\omega E_{\rm el})\), and the relative error is of first order in \(\omega/E_{\rm el}\). For a level within about \(\omega\) of \(z\), and away from the poles of (41), the main term is larger, of order \(g^2/\omega^2\), and the relative error is of second order. If \(\epsilon_e\) has structure at frequencies comparable with \(\omega\), the count does not apply and (36) has to be kept.

For linear coupling and harmonic bare phonons, \(W\) splits into \(W_e\) and a phonon part with both vertices screened by \(\epsilon_e\), and at unit vertex the phonon part gives the Fan-Migdal self-energy, with squared matrix elements once screening is static and the levels are sharp. What remains is to locate the Debye-Waller term and to test the results on a two-site model.

Numbers in the example were calculated in double precision.
